Computing tiny tunnel splittings from the midpoint Wronskian: a user's guide

**A case that can be seen through**

A particle of mass m sits in two narrow attractive wells at x = ±a, with potential −g[δ(x−a) + δ(x+a)]. A bound state of energy E = −ħ²q²/2m is cosh qx (even) or sinh qx (odd) between the wells, and decays as e^(−qx) to the right of them. Write G = 2mg/ħ². Integrating the Schrödinger equation across x = a shows that the slope drops there by Gψ(a). The even and odd conditions are therefore

q₊(1 + tanh q₊a) = G, q₋(1 + coth q₋a) = G.

For Ga ≫ 1, tanh qa ≈ 1 − 2e^(−2qa) and coth qa ≈ 1 + 2e^(−2qa), with q ≈ G/2 in the small terms. Then q± ≈ (G/2)(1 ± e^(−Ga)), and

E₋ − E₊ = (ħ²/2m)(q₊² − q₋²) ≈ (ħ²/2m)G²e^(−Ga).

A program that finds q₊ and q₋ to sixteen digits and subtracts has nothing left once e^(−Ga) is below 10⁻¹⁶.

Now set q₊ = q₋ = q, as such a program would see them, and form

(ħ²/2m) ψ₊(0)ψ₋′(0) / ∫₀^∞ ψ₊ψ₋ dx.

The numerator contains ψ₊(0) = 1 and ψ₋′(0) = q. The integral from 0 to a is sinh²(qa)/2q ≈ e^(2qa)/8q. The part beyond a is cosh(qa)sinh(qa)/2q, approximately the same. The ratio is (ħ²/2m)·4q²e^(−2qa), which for q = G/2 equals the splitting found above. Two energies that agree in every stored digit have still given the right answer, because the small number came from the growth of the functions and not from a difference.

**What the setting chooses**

Where a program solves the nuclear motion along a scanned path, the setting discussed here decides how the splitting of a doublet is evaluated: by subtracting two energies, or from the wave functions by the ratio above. Grid spacing and energy threshold go with it.

Let V(x) = V(−x) be finite, smooth and confining, and let ψ₊ and ψ₋ be real bound states, even and odd, in any normalization. Multiply the equation for ψ₋ by ψ₊, the equation for ψ₊ by ψ₋, and subtract. The potential cancels:

(ψ₊ψ₋′ − ψ₋ψ₊′)′ = ψ₊ψ₋″ − ψ₋ψ₊″ = (2m/ħ²)(E₊ − E₋)ψ₊ψ₋.

Integrate from 0 to ∞. The bracket on the left, the Wronskian, vanishes at infinity. At the midpoint ψ₋(0) = 0 and ψ₊′(0) = 0, so it equals ψ₊(0)ψ₋′(0) there. Hence

E₋ − E₊ = (ħ²/2m) ψ₊(0)ψ₋′(0) / ∫₀^∞ ψ₊ψ₋ dx.

No approximation has been made. Nor can the denominator vanish: ψ₊(0) = 0 together with ψ₊′(0) = 0 would make ψ₊ zero everywhere, and likewise for ψ₋, so the numerator is not zero, while the energy difference is finite.

The numerator measures how much of each state reaches the middle of the barrier. Everything depends on knowing these midpoint values to a small relative error.

**The model and its grid**

Take the quartic double well V = V₀(y² − 1)², with y = x/a, minima at y = ±1 and barrier V₀. Measure energy from the well bottom and set ε = E/V₀. Then

ψ″ = fψ, f = κ[(y² − 1)² − ε], κ = 2mV₀a²/ħ²,

where primes now mean d/dy. The pure number √κ sets the difficulty. Near y = 1 the potential is 4V₀(y − 1)², which gives a vibrational quantum ħω = 4V₀/√κ and a ground energy ε ≈ 2/√κ.

On points y_n = nh, Taylor expansion gives

ψ_(n+1) − 2ψ_n + ψ_(n−1) = h²ψ″_n + (h⁴/12)ψ⁗_n + O(h⁶).

Since ψ⁗ = (fψ)″, the fourth derivative can be replaced by the second difference of fψ divided by h². Moving that term to the left gives the Numerov equation

w_(n+1) − 2w_n + w_(n−1) = h²f_nψ_n, w_n = (1 − h²f_n/12)ψ_n.

The Wronskian argument survives on this grid. Define D_n = w⁺_n w⁻_(n+1) − w⁻_n w⁺_(n+1). Subtracting neighbours and inserting the grid equation,

D_n − D_(n−1) = h²(w⁺_n f⁻_nψ⁻_n − w⁻_n f⁺_nψ⁺_n)
= h²ψ⁺_nψ⁻_n[(1 − h²f⁺_n/12)f⁻_n − (1 − h²f⁻_n/12)f⁺_n].

The two h²f⁺f⁻/12 terms cancel, leaving f⁻ − f⁺ = −κ(ε₋ − ε₊). Sum from n = 1 to the last point before a far wall, where w = 0. The upper end gives zero, and D₀ = w⁺₀w⁻₁ because w⁻₀ = 0. Therefore

ε₋ − ε₊ = w⁺₀w⁻₁ / (κh² Σ_(n≥1) ψ⁺_nψ⁻_n).

This is an identity for the grid energies, with no numerical derivative. At √κ = 8, where subtraction still works, a grid of 100 steps satisfies it to a relative 2·10⁻¹³, although that grid's splitting differs from the true one by 1.5·10⁻⁵. What remains is the error of the grid, not of the formula.

**How the functions must be made**

Start at the midpoint. For the even state, w₋₁ = w₁ gives w₁ = w₀ + h²f₀ψ₀/2 with w₀ = 1; for the odd state, w₀ = 0 and w₁ = 1. Step outward to a point m near the outer turning point. Start again at the wall, step inward to m, and scale the second piece to join the first. In both forbidden regions the wanted solution grows in the direction of travel, so a rounding error made on the way grows no faster than the solution itself and stays small relative to it.

At a trial energy the joined function fails the grid equation at m by

r = w_(m+1) − 2w_m + w_(m−1) − h²f_mψ_m.

Compare it with the true grid state, marked by a star, using the same summation. The residual contributes w*_m r. For an even state the starting rule contributes half a term at n = 0. The result is

h²(f* − f)S = w*_m r, S = Σ_(n≥1) ψ_nψ*_n + ½ψ₀ψ*₀.

Since f* − f = −κ(ε* − ε), replacing the starred function by the current one gives the correction

δε ≈ −w_m r/(κh²S), S ≈ Σ_(n≥1) ψ_n² + ½ψ₀².

Repeat until δε is negligible, and count the nodes on y > 0 to make sure that both states belong to the intended doublet.

A general eigenvector routine need not serve instead. Dense diagonalization on a sinc grid reproduces the normalized ψ₊(0) to a relative 3·10⁻¹¹ at √κ = 16. At √κ = 73.4 the recursion gives 4.1·10⁻²¹ and the dense routine 2.6·10⁻¹⁹, about sixty times too large. That factor is rounding noise and changes with the routine: other double-precision routines give values from 10⁻¹⁸ to 2·10⁻¹⁵ for the same matrix, which in high precision yields 4.1·10⁻²¹. The error is small compared with the largest component, which is no help for the smallest. Putting such a vector into the ratio replaces one failure by another.

**What the splitting should look like**

An analytic estimate guards against a wrong level or unit. In the barrier, write the state belonging to the right well as φ = A e^(√κW), with W = y − y³/3 − 2/3. Then W′ = 1 − y², and the terms of order κ in φ″ = fφ cancel. With ε = 2/√κ, the terms of order √κ give

W″A + 2W′A′ = −2A, or 2(1 − y²)A′ = (2y − 2)A.

Thus A′/A = −1/(1 + y) and A = C/(1 + y). The neglected A″ is smaller by a factor of order 1/√κ. Near y = 1, W ≈ −(y − 1)², so φ becomes (C/2)e^(−√κ(y−1)²), the harmonic ground state. Its normalization requires C = 2N with N² = (2√κ/π)^(1/2).

At the midpoint φ(0) = 2N e^(−2√κ/3) and, to leading order, φ′(0) = √κ φ(0). The states φ(y) ± φ(−y) have ψ₊(0) = 2φ(0), ψ₋′(0) = 2φ′(0) and a half-line overlap close to 1. The identity then gives

Δ/V₀ ≈ (4/κ)φ(0)φ′(0) = 16(2√κ/π)^(1/2) κ^(−1/2) e^(−4√κ/3).

The first excited doublet shows how fast splittings rise with energy. With ε = 6/√κ the right-hand side −2A becomes −6A, so

A′/A = (y − 3)/(1 − y²) = −1/(1 − y) − 2/(1 + y), A = C₁(1 − y)/(1 + y)².

Near y = 1 this must match N₁|y − 1|e^(−√κ(y−1)²). In the normalized ground state the mean of (y − 1)² is 1/(4√κ), so N₁² = 4√κN², and C₁ = 4N₁. Hence φ(0)² is 64√κN²e^(−4√κ/3) instead of 4N²e^(−4√κ/3). To leading order the excited splitting is 16√κ times the ground one.

**Worked example: nitrogen in tungsten**

Nitrogen in body-centred cubic tungsten occupies octahedral interstitial sites. Let it move to a neighbouring one through the tetrahedral site midway. Rough typical inputs are a lattice constant of 0.316 nm, a barrier of 0.70 eV and a mass of 14 u. The hop length is half the lattice constant, 0.158 nm, so a = 0.079 nm. The quartic shape is a model, not a computed energy surface. These inputs give

√κ = a(2mV₀)^(1/2)/ħ = 54.10, ħω = 4(0.70 eV)/54.10 = 0.0518 eV.

The decay exponent is 4√κ/3 = 72.13, and the computed ground energy is 0.02576 eV above the well bottom. The Wronskian ratio gives

Δ = 8.1119·10⁻³² × 0.70 eV = 5.678·10⁻³² eV = 9.098·10⁻⁵¹ J.

The digits describe the model with its inputs taken as given; they say nothing about how well tungsten is known.

As an independent check, each energy was found from the power series of its own parity in 160-digit arithmetic. The two values first differ in the thirty-first decimal of ε, and their difference agrees with the Wronskian result to a relative 1.4·10⁻¹². For five further doublets, with splittings from 9.5·10⁻⁵ V₀ to 4.6·10⁻⁴³ V₀, the agreement is 9·10⁻¹² or better. Subtraction of the double-precision energies gives −3.8·10⁻¹⁵ eV: rounding noise, some seventeen orders too large and here of the wrong sign.

The semiclassical estimate is 5.758·10⁻³² eV; the true value lies 1.4% below it. This deviation multiplied by √κ is −0.751 at √κ = 32 and −0.746 here, as expected of a correction proportional to 1/√κ. The excited splitting is 4.65·10⁻²⁹ eV, or 819 times the ground one, against the leading-order 16√κ = 866.

**Choosing the method, threshold and grid**

*Method.* Subtraction has a relative error of about the energy noise divided by Δ. If the noise is like that of the example, 5·10⁻¹⁵ V₀, subtraction is good to a few parts in a million at √κ = 16, where Δ = 1.65·10⁻⁹ V₀. At √κ = 32, where Δ = 6.5·10⁻¹⁹ V₀, it is useless. The semiclassical formula tells in advance which side a problem is on.

*Energy threshold.* In the barrier the solutions grow at the local rate f^(1/2) = √κ[(y² − 1)² − ε]^(1/2). With the join near the outer turning point, a trial energy that is too high lowers this rate, makes the functions in the well smaller relative to the midpoint, and raises the computed splitting. The relative change is of order √κ δε, with a factor that grows slowly with √κ, and there is no division by Δ. In the example, raising both trial energies by 10⁻⁶ V₀, or 7·10⁻⁷ eV, changes the splitting by a relative 1.2·10⁻⁴, although this shift is 10²⁵ times the splitting itself. The coefficient is 120, about 2.2√κ. It belongs to this choice of m: a join at the well centre gives 1.7√κ, and one at the inner turning point −0.3√κ. For 1% in Δ, an energy error of 0.01/120 = 8·10⁻⁵ V₀, or 6·10⁻⁵ eV, is enough.

*Grid.* For constant f = k², the Numerov equation has solutions e^(±snh) with

2(cosh s − 1) = z²/(1 − z²/12), z = kh.

Expanding both sides, s² + s⁴/12 + s⁶/360 = z² + z⁴/12 + z⁶/144. The z⁶ terms require s² = z² + z⁶/240, so s = z(1 + z⁴/480). The grid makes the functions decay slightly too fast. With k ≈ √κ(1 − y²), the exponent 2∫₀¹k dy changes and

δΔ/Δ ≈ −(h⁴κ^(5/2)/240)∫₀¹(1 − y²)⁵dy = −(h⁴κ^(5/2)/240)(256/693).

The wall Y was placed where the outer decay exponent √κ(Y − 1)²(Y + 2)/3 is 40, which gives Y = 1.767. With 1000 steps, h = 0.001767 and the estimate is −7.0·10⁻⁶. The measured error is −6.186·10⁻⁶. The estimate is somewhat large in size because it leaves ε out of k. To first order in ε, k⁵ = κ^(5/2)[(1 − y²)⁵ − (5ε/2)(1 − y²)³], so with ε = 0.0368 the integral falls from 256/693 = 0.369 to 0.369 − (5ε/2)(16/35) = 0.327, and the estimate becomes −6.2·10⁻⁶. At 500 steps the measured error is −9.889·10⁻⁵, sixteen times larger, as a fourth-order error should be.

This suggests a cheap refinement: compute Δ with spacings h and h/2, and take (16Δ_(h/2) − Δ_h)/15, which removes the h⁴ term. Applied to the two errors just quoted, it leaves about −6·10⁻⁹.

*Barrier height.* This input deserves the effort. In the semiclassical formula Δ varies as V₀^(3/4)e^(−4√κ/3), and √κ varies as V₀^(1/2). At fixed mass and path length,

d ln Δ/d ln V₀ ≈ 3/4 − 2√κ/3 = −35.3.

An accuracy of 1% in Δ would need the barrier to 0.01 × 0.70 eV/35.3 = 2·10⁻⁴ eV. Tightening the grid while the barrier is uncertain by more than that improves only the solution of the model.

**What the number means for the real material**

The barrier and the hop length are rough inputs, and the barrier is not tested here; the model also leaves out effects that are enormous on the scale of Δ. A barrier of 0.65 eV gives 7.4·10⁻³¹ eV, and one of 0.75 eV gives 4.8·10⁻³³ eV: factors of 13 up and 12 down. The real barrier may lie well outside this range, and one of 1.2 eV would give 1.7·10⁻⁴¹ eV. A change of transverse zero-point energy along the path acts in the same way. The tungsten neighbours also move. If four atoms of mass M = 183.84 u each shift by a rough d = 0.02 nm, in proportion to the nitrogen's progress over 2a, their kinetic energy raises the mass to

m + 4M(d/2a)² = 14 + 4(183.84)(0.02/0.158)² = 25.8 u.

With barrier and path held fixed, the splitting falls to 3.2·10⁻⁴³ eV, lower by a factor of 2·10¹¹. The order of magnitude for real tungsten is therefore not settled by this calculation.

The model also keeps only two sites. In the crystal each octahedral site has four such neighbours, so even without strain the coupling −Δ/2 would give three bands (there are three such sites per tungsten atom) spanning a total width 4Δ, and not a single doublet. What follows treats one pair of sites.

The assumption that breaks first is symmetry. Neighbouring octahedral sites have different tetragonal axes, so strain shifts their energies differently. A rough dipole anisotropy of 10 eV and a strain of 10⁻⁶ give a bias b = 10⁻⁵ eV, which is 1.8·10²⁶ splittings. For two sites with energies ±b/2 and coupling −Δ/2, the lower state has energy −r/2, with r = (b² + Δ²)^(1/2), and its weight on the upper site is

½(1 − b/r) = Δ²/[2r(r + b)].

A tilted quartic well at √κ = 8 with b = 3Δ gives 0.02567, against 0.02566 from this formula. That test takes the weight as the probability on the upper side of the midpoint, which is adequate at so small a bias. The formula itself counts only the admixture of the upper site's state. It leaves out the tail that the lower site's own state has beyond the midpoint, and at large bias this tail is the larger part. In the example the admixture is 8·10⁻⁵⁴, while the tail is about φ(0)²/(2√κ) ≈ 10⁻³². Both are negligible: within this pair the nitrogen is localized on one site, and parity no longer labels the states. The setting should then not be used to predict an energy gap, which is b. The ratio still supplies the splitting Δ of the symmetric reference well, and with it the coupling −Δ/2.

Temperature matters as much. At 1000 K, k_BT = 0.0862 eV. The classical one-way flux over the barrier, divided by the harmonic population of a well, is

(ω/2π)e^(−V₀/k_BT) = 3.7·10⁹ s⁻¹.

Using the full quartic well for the population multiplies this by 0.973. Recrossing and quantum corrections are left out. By comparison Δ/h is 1.4·10⁻¹⁷ Hz, and an undisturbed transfer between the sites would take h/2Δ = 3.6·10¹⁶ s.

The temperature below which the dominant energy of passage leaves the barrier top follows from the shape of that top. The potential there is V₀ − 2V₀y², whose frequency is ω_b = ω/√2. At an energy U below the top of this parabola, the turning point is x_t = (2U/mω_b²)^(1/2), and the tunnelling exponent is

(2/ħ)∫(2m[U − ½mω_b²x²])^(1/2)dx = (2/ħ)(2mU)^(1/2)(πx_t/2) = 2πU/ħω_b.

The Boltzmann factor gains U/k_BT for the same lowering. The two balance at

T_c = ħω_b/2πk_B = 67.6 K.

Tunnelling just below the top matters above T_c as well: for a parabolic top it carries half the flux at 2T_c. In this model its share is about 19% at 300 K and 5% at 1000 K, so there passage over the top dominates. At 1000 K, the splitting is therefore a benchmark for the numerical method and a coupling parameter of the model; it is not a diffusion rate. The printed values behind these figures are collected in the numerical output.

Numbers as computed

```
lattice constant (rough): 0.316 nm
hop length: 0.158 nm; half of it, a: 0.079 nm
barrier (rough): 0.70 eV; mass: 14.0 u
sqrt(kappa): 54.0952; decay exponent 4 sqrt(kappa)/3: 72.127
harmonic quantum of the well: 0.05176 eV
ground energy above well bottom: 0.025759 eV
root_kappa level  Wronskian/V0      reference/V0      rel. error
   8.0000   0   9.477346379e-05   9.477346379e-05   3.7e-13
  16.0000   0   1.651293048e-09   1.651293048e-09   -3.1e-13
  32.0000   0   6.505432742e-19   6.505432742e-19   5.1e-13
  54.0952   0   8.111878500e-32   8.111878500e-32   -1.4e-12
  73.4107   0   4.566982188e-43   4.566982188e-43   -8.9e-12
  54.0952   1   6.644062739e-29   6.644062739e-29   -2.2e-13
reference energies of the example, in units of V0:
  even: 0.0367991751628310070844588392331537055181201
  odd:  0.0367991751628310070844588392332348243031166
ground splitting: 5.678315e-32 eV = 9.0977e-51 J
first excited splitting: 4.650844e-29 eV
excited/ground splitting ratio: 819.05
double-precision subtraction: -3.8e-15 eV
continuum identity, relative error: -2.2e-16
grid identity, 100 steps, sqrt(kappa)=8, error: -2.2e-13
same coarse grid against true splitting: -1.48e-05
grid error, 500 steps: -9.889e-05
grid error, 1000 steps: -6.186e-06; ratio 15.99
grid error, 4000 steps: -2.417e-08
energy offset 1e-6 V0 = 7.0e-07 eV
  relative change of splitting: 1.196e-04
  d ln(splitting)/d eps: 119.6
midpoint, dense/recursion - 1, sqrt(kappa)=16: 3.4e-11
midpoint psi(0), dressed mass, recursion: 4.123e-21
midpoint psi(0), dressed mass, dense: 2.6e-19
semiclassical splitting: 5.7577e-32 eV
(true/semiclassical - 1)*sqrt(kappa), at 32: -0.7508
(true/semiclassical - 1)*sqrt(kappa), example: -0.7461
W displacement (rough): 0.02 nm, 4 atoms
dressed mass: 25.78 u; splitting: 3.197e-43 eV
splitting at 0.65 eV: 7.401e-31 eV
splitting at 0.75 eV: 4.758e-33 eV
dipole anisotropy (rough): 10 eV; strain: 1e-06
site bias: 1.0e-05 eV; bias/splitting: 1.76e+26
weight on the upper site: 8.1e-54
tilted-well test, bias 3 splittings, weight: 0.02567
two-level formula, same case: 0.02566
temperature of use: 1000 K
thermal energy kT: 0.0862 eV
classical hopping rate: 3.712e+09 1/s
flux-integral rate / harmonic rate: 0.973
splitting/h: 1.373e-17 Hz
ideal site-to-site time h/(2 splitting): 3.642e+16 s
crossover temperature: 67.6 K
```
